# Screened hybrids with equal gaps and unequal costs: a model semiconductor

## What scaling fixes

A screened hybrid has two parameters: the fraction $a$ of exact exchange, which is dimensionless, and the screening parameter $\omega$, an inverse length. Consider a crystal with lattice constant $L$ and potential amplitude $U$, in Hartree atomic units. With $\mathbf r=L\boldsymbol\xi$, the kinetic energy scales as $1/L^2$, so the orbitals as functions of $\boldsymbol\xi$ depend on $UL^2$ alone. Exchange energies carry one inverse length. If the hybrid correction is linear in $a$, the gap must therefore have the form

$$E_g(a,\omega)=E_0+aD(\omega),\qquad D(\omega)=\frac1L\,d(\omega L,\,UL^2), \tag{1}$$

with a dimensionless function $d$. The gap is then constant on

$$a^*(\omega)=a_{\rm ref}\,\frac{D(\omega_{\rm ref})}{D(\omega)}. \tag{2}$$

That one gap leaves a curve of parameters undetermined is no surprise: one number cannot fix two. The physical questions are what shape the curve has, how well it survives orbital mixing, whether one curve serves several crystals, and what the calculation costs at different points on it.

## The model and the first-order gap

The effective semilocal potential at $a=0$ is taken to be

$$V(\mathbf r)=-U\left[\cos\frac{2\pi x}{L}+\cos\frac{2\pi y}{L}+\cos\frac{2\pi z}{L}\right],$$

with two electrons per cubic cell. The external potential is whatever makes $V$ self-consistent. Orbitals are products of one-dimensional Bloch functions, and their energies are sums of one-dimensional energies $e_n(k)$. The lowest band $e_0$ rises from $k=0$ to $\pi/L$, while $e_1$ falls. The valence top is therefore at $R=(\pi,\pi,\pi)/L$. The conduction bottom has one direction in band 1 at $\pi/L$ and the other two in band 0 at $k=0$; this is the point $X$. Subtracting the two sums gives

$$E_0=e_1(\pi/L)+2e_0(0)-3e_0(\pi/L).$$

For $L=9$ bohr and $U=0.12$ hartree this is 0.0755 hartree, or 2.05 eV. Diagonalization in three-dimensional plane waves gives the same value to the digits shown.

The hybrid replaces a fraction $a$ of short-range LDA exchange by exact exchange with the kernel $w(r)=\operatorname{erfc}(\omega r)/r$. Correlation is unchanged. The one-spin density matrix $\rho$ is frozen at its $a=0$ form, so the change of the Hamiltonian is $a(\hat K-v)$, with

$$(\hat K\psi)(\mathbf r)=-\int\rho(\mathbf r,\mathbf r')\,w(|\mathbf r-\mathbf r'|)\,\psi(\mathbf r')\,d^3r'.$$

First-order perturbation theory adds the expectation value of this change to each band edge. Subtracting the valence shift from the conduction shift gives equation (1) with

$$D=(K_c-K_v)-(v_c-v_v). \tag{3}$$

## Exact exchange as a pair integral

Let $\phi$ be a one-dimensional Bloch function normalized in a cell, and let $\rho_1$ be the density matrix of the filled one-dimensional band. Define

$$A(u)=\int_{\rm cell}\phi^*(x)\,\rho_1(x,x+u)\,\phi(x+u)\,dx .$$

Every cell of the crystal contributes equally, and both $\rho$ and the orbital factorize, so

$$K=-\int A_x(u_x)A_y(u_y)A_z(u_z)\,w(u)\,d^3u. \tag{4}$$

The kernel can also be factorized. Substituting $t=sr$,

$$\frac2{\sqrt\pi}\int_\omega^\infty e^{-s^2r^2}ds=\frac1r\,\frac2{\sqrt\pi}\int_{\omega r}^\infty e^{-t^2}dt=\frac{\operatorname{erfc}(\omega r)}r .$$

Since $e^{-s^2u^2}$ is a product over directions,

$$K=-\frac2{\sqrt\pi}\int_\omega^\infty J_xJ_yJ_z\,ds,\qquad J(s)=\int A(u)e^{-s^2u^2}du. \tag{5}$$

Equations (4) and (5), evaluated separately for both edges at the five values of $\omega$ tabulated below, agree within $3\times10^{-8}$ hartree.

The integral of $A$ has a simple meaning. Because $\rho_1$ projects onto the filled band, $\int\rho_1(x,x')\phi(x')dx'$ equals $\phi(x)$ for an occupied state and zero for an empty one. Hence $\int A\,du$ is 1 or 0 respectively. The valence edge has three factors of the first kind; the conduction edge has one factor of the second kind, in the direction where it lies in band 1. At small $\omega$ this difference governs both the slope $D'(\omega)$ and the mesh error.

## The semilocal part

The LDA potential must be screened in the same way. In the uniform gas the exchange energy is quadratic in the occupations. Its first variation is therefore the sum of the exchange self-energies $\Sigma(k)$ of the added electrons, and a small increase of density adds them at the Fermi surface. Thus $v=\Sigma(k_F)$, with $k_F=(3\pi^2n)^{1/3}$.

The Fourier transform of $w$ follows from that of the Gaussian, $\pi^{3/2}s^{-3}e^{-q^2/4s^2}$. With $y=1/s^2$,

$$w(q)=\pi\int_0^{1/\omega^2}e^{-q^2y/4}dy=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right).$$

Starting from a point on the Fermi surface, a displacement $\mathbf q$ ends inside the Fermi sphere if $2k_Fq\mu+q^2<0$, where $\mu$ is the cosine of the angle between $\mathbf q$ and the starting wavevector. The allowed fraction of directions is $\frac12(1-q/2k_F)$ for $q<2k_F$. Therefore

$$\begin{aligned}
v&=-\frac1{(2\pi)^3}\int_0^{2k_F}4\pi q^2\,\frac12\left(1-\frac q{2k_F}\right)w(q)\,dq\\
&=-\frac1\pi\int_0^{2k_F}\left(1-\frac q{2k_F}\right)\left(1-e^{-q^2/4\omega^2}\right)dq .
\end{aligned}$$

The part without the exponential integrates to $2k_F-k_F=k_F$. The other two integrals are $\int_0^{2k_F}e^{-q^2/4\omega^2}dq=\sqrt\pi\,\omega\operatorname{erf}(k_F/\omega)$ and $\int_0^{2k_F}q\,e^{-q^2/4\omega^2}dq=2\omega^2(1-e^{-k_F^2/\omega^2})$. With $x=k_F/\omega$,

$$v=-\frac1\pi\left[k_F-\sqrt\pi\,\omega\operatorname{erf}x+\frac{\omega^2}{k_F}\left(1-e^{-x^2}\right)\right]. \tag{6}$$

At $n=0.005$ bohr$^{-3}$ and $\omega=0.1$ bohr$^{-1}$, this gives $-0.117987$ hartree, and numerical differentiation of the gas energy gives the same.

## Why less screening needs a smaller fraction

Along a level curve $aD$ is constant, so $D\,da^*+a^*D'\,d\omega=0$ and

$$\frac{da^*}{d\omega}=-a^*\frac{D'}{D}.$$

The exact-exchange part of $D'$ comes from the lower limit in equation (5). For the LDA part, differentiating the last two terms in the bracket of equation (6) gives

$$-\sqrt\pi\operatorname{erf}x+2xe^{-x^2}\quad\text{and}\quad\frac2x\left(1-e^{-x^2}\right)-2xe^{-x^2}.$$

The terms $2xe^{-x^2}$ cancel. Hence

$$\frac{\partial v}{\partial\omega}=\frac{\operatorname{erf}x}{\sqrt\pi}-\frac{2}{\pi x}\left(1-e^{-x^2}\right),$$

$$D'=\frac2{\sqrt\pi}\left[(J_xJ_yJ_z)_c-(J_xJ_yJ_z)_v\right]_{s=\omega}-\left[\left(\frac{\partial v}{\partial\omega}\right)_c-\left(\frac{\partial v}{\partial\omega}\right)_v\right]. \tag{7}$$

As $\omega\to0$, the Gaussian in $J$ becomes flat over the range of $A$. The valence product tends to 1 and the conduction product to 0. The LDA derivative tends to $1/\sqrt\pi$ at every point of nonzero density, so it shifts both edges equally. It follows that

$$D'(\omega)\to-\frac2{\sqrt\pi}=-1.128\ \text{hartree bohr}. \tag{8}$$

At $\omega=0.0125$ bohr$^{-1}$ the computed slope is $-1.106$, within about 2% of the limit. Reducing $\omega$ restores exchange between an occupied state and its own exchange hole, which lowers $K_v$; an empty state has no such net hole. The LDA potential that the hybrid removes also becomes deeper, by half as much and equally at both edges. In the difference $K-v$, the valence edge therefore falls and the conduction edge rises, each at the limiting rate $1/\sqrt\pi$ per unit $a$. The opening per unit $a$ grows, and a smaller $a$ suffices.

Extrapolating the first entry of the table below with the mean of these two slopes gives $D(0)\approx0.178+0.0125\times1.117\approx0.192$ hartree. The level curve thus ends at an unscreened hybrid with $a\approx0.0248/0.192\approx0.13$.

The opposite limit is quite different. For large $\omega$, $w(q)=\pi/\omega^2-\pi q^2/(8\omega^4)+\cdots$. Its first term is a contact interaction, which gives a local exchange potential $-(\pi/\omega^2)\rho(\mathbf r,\mathbf r)=-\pi n/(2\omega^2)$. To the same order, expanding equation (6) for small $x$ gives

$$v\simeq-\frac{k_F}{\pi}\left[1-2\left(1-\frac{x^2}3\right)+1-\frac{x^2}2\right]=-\frac{k_F^3}{6\pi\omega^2}=-\frac{\pi n}{2\omega^2}.$$

The two contributions cancel, and for the smooth orbitals of this model $D$ falls at least as fast as $\omega^{-4}$. A fixed opening then cannot be maintained with $0\le a\le1$ at arbitrarily large $\omega$.

## How constant the gap is

Take $a_{\rm ref}=0.25$ and $\omega_{\rm ref}=0.10$ bohr$^{-1}$. The first-order opening is $0.25\times0.0993=0.0248$ hartree, and the target gap is $0.0755+0.0248=0.1003$ hartree, or 2.73 eV. At $\omega=0.05$ bohr$^{-1}$, equation (2) gives $a^*=0.25\times0.0993/0.1394=0.178$.

By construction, the first-order gap is constant on this curve. A more demanding test lets the orbitals mix: the hybrid Hamiltonian, still with the frozen density matrix, is diagonalized in a basis of product states. The gaps are in hartree.

| $\omega$ (bohr$^{-1}$) | $D$ (hartree) | $a^*$ | Gap on curve | Gap at $a=0.25$ |
|---|---|---|---|---|
| 0.0125 | 0.1780 | 0.139 | 0.1003 | 0.1199 |
| 0.025 | 0.1645 | 0.151 | 0.1003 | 0.1165 |
| 0.05 | 0.1394 | 0.178 | 0.1003 | 0.1103 |
| 0.10 | 0.0993 | 0.250 | 0.1003 | 0.1003 |
| 0.15 | 0.0707 | 0.351 | 0.1003 | 0.0931 |

The mixed gap varies by 0.05 millihartree along the curve, against 26.8 millihartree when $a$ is held at 0.25. On the ten high-symmetry and intermediate $k$ points examined, the edges remain at $R$ and $X$ along the curve.

Symmetry helps to keep mixing weak. Both $\hat K$ and $v$ preserve reflection in each Cartesian direction, so an edge state couples only to states with the same three parities. This excludes the nearby partner across each one-dimensional gap. In the free-electron estimate, with the unit $\pi^2/(2L^2)=0.061$ hartree, the nearest allowed partner lies four units away at $X$ and eight at $R$, or 0.24 and 0.49 hartree. Second-order shifts are divided by these large separations. The couplings are small as well: at $\omega=0.10$ bohr$^{-1}$ mixing lowers the gap by only 0.06 millihartree, which with a separation of 0.24 hartree corresponds to an effective coupling of about $\sqrt{0.00006\times0.24}\approx0.004$ hartree. Mixing pushes both edges down, so the change of the gap is a difference of two shifts; here the valence shift is below 0.001 millihartree, and the estimate describes the conduction edge. It lumps together three partners, each coupled by less than 0.003 hartree. A crystal with close levels of equal symmetry lacks this protection.

A constant gap does not make the Hamiltonians identical. The valence width, measured from $\Gamma$ to $R$, varies between 0.0686 and 0.0699 hartree on the curve. Its range of 1.3 millihartree is some 27 times that of the gap, but only about 2% of the width, so it would be a weak second fitting condition here.

## One curve for several crystals

A functional is normally wanted for more than one material. For crystals $i$ with target openings $t_i$, minimizing $\sum_i(aD_i-t_i)^2$ at fixed $\omega$ gives $\sum_iD_i(aD_i-t_i)=0$, and therefore

$$a(\omega)=\frac{\sum_i t_iD_i(\omega)}{\sum_i D_i(\omega)^2}. \tag{9}$$

Suppose the targets are met exactly at one $\omega$. The fit then stays perfect at every $\omega$ if all $D_i$ have the same shape apart from a factor. Equation (8) shows why this generally fails: at small $\omega$ all curves have the same absolute slope, so those with different $D_i(0)$ are parallel rather than proportional.

Add to the main crystal two others, with $(L,U)=(8,0.16)$ and $(10,0.12)$ in bohr and hartree. The three starting gaps are 0.0755, 0.1063 and 0.0903 hartree. The targets are the first-order gaps of the reference hybrid, with openings of 0.0248, 0.0315 and 0.0249 hartree, so the misfit vanishes at $\omega=0.10$ by construction. At $\omega=0.0125$ bohr$^{-1}$ the best common fraction is 0.144. Its root-mean-square misfit is 1.1 millihartree, or 0.03 eV, compared with 20 millihartree at fixed $a=0.25$. At $\omega=0.15$ bohr$^{-1}$ the corresponding misfits are 0.7 and 7.6 millihartree.

The largest root-mean-square misfit is about 4% of the root-mean-square opening. Within this set of similar model crystals, different screened hybrids thus fit the gaps almost equally well: the differences would be hard to see beside an uncertainty of 0.1 eV in the target gaps. A set with a wider range of $L$ and $UL^2$ need not behave so well.

## Cost on a k mesh

Suppose exact exchange is summed on an $N\times N\times N$ mesh that contains the band-edge wavevectors, without a correction for the finite mesh. The mesh density matrix is the infinite-crystal one repeated at displacements $\mathbf mNL$, with $\mathbf m$ an integer vector. Both edge orbitals are periodic over $NL$, so shifting the integration variable gives the error

$$K_N-K=-\sum_{\mathbf m\ne0}\int A_xA_yA_z\,w(|\mathbf u-\mathbf mNL|)\,d^3u. \tag{10}$$

If $w$ varies little over the range of $A$, it can be taken outside the integral. The remaining integral is 1 for the valence edge and 0 for the conduction edge:

$$K_{v,N}-K_v\simeq-\sum_{\mathbf m\ne0}\frac{\operatorname{erfc}(\omega|\mathbf m|NL)}{|\mathbf m|NL},\qquad K_{c,N}-K_c\simeq0. \tag{11}$$

For $\omega=0.025$ bohr$^{-1}$ and $N=6$, the computed valence error is $-8.0$ millihartree and the sum gives $-7.4$. The conduction error is 0.2 millihartree. A coarse mesh thus opens the gap spuriously, here by $a^*(8.0+0.2)=0.151\times8.2\approx1.2$ millihartree.

Now require a gap error below 0.05 millihartree, with $N$ even. The last column below is explained in the next section.

| $\omega$ (bohr$^{-1}$) | $N$ | $k$ pairs, $N^6$ | Radius (bohr) |
|---|---|---|---|
| 0.0125 | 18 | $3.4\times10^7$ | 23.2 |
| 0.025 | 10 | $1.0\times10^6$ | 21.6 |
| 0.05 | 6 | $4.7\times10^4$ | 17.8 |
| 0.10 | 6 | $4.7\times10^4$ | 12.7 |
| 0.15 | 6 | $4.7\times10^4$ | 10.7 |

In the first two rows the decay of the complementary error function in equation (11) sets the mesh. They have $\omega NL=2.0$ and 2.25, but these values include rounding up to an even $N$. Setting $a^*$ times the magnitude of the sum in equation (11) equal to the tolerance and solving for a continuous $N$ gives about 16.5 and 9.0, or $\omega NL\approx1.86$ and 2.02, so $N$ grows somewhat more slowly than $1/\omega$. The main reason is that at fixed $\omega NL$ the sum is itself proportional to $\omega$, so a smaller $\omega NL$ suffices as $\omega$ falls; the smaller $a^*$ adds a little. Exchange for all states couples every $k$ point to every other, giving $N^3\times N^3$ pairs before symmetry reduction. From $N=6$ to 18 this number grows by $3^6=729$. It is a count of pairs, not a measured time.

From $\omega=0.05$ to 0.15 bohr$^{-1}$ the smallest sufficient even mesh stays at $N=6$. At $\omega=0.10$ bohr$^{-1}$ and $N=4$, one nearest-image term in equation (11) is only $\operatorname{erfc}(3.6)/36\approx10^{-8}$ hartree, yet $N=4$ misses the tolerance. Since equation (10) precedes the approximation, the error must come from the spatial extent of $A$. Here the mesh must resolve the density matrix itself, although the interaction is short-ranged.

## Cost in real space

A method that evaluates equation (4) by separation can discard distant pairs. The radius in the table is the one beyond which the neglected contribution to the gap, including the factor $a^*$, stays below 0.05 millihartree.

From $\omega=0.15$ to 0.0125 bohr$^{-1}$ the screening length grows twelvefold, but the radius only from 10.7 to 23.2 bohr. The enclosed volume grows by $(23.2/10.7)^3\approx10$. At the largest radius, $\operatorname{erfc}(0.0125\times23.2)\approx0.68$: screening removes only about a third of the interaction there, and the decay of the density matrix supplies most of the cutoff. In this gapped crystal the radius therefore saturates as $\omega\to0$. The price of weak screening depends on the algorithm as well as on the functional.

## What to do in practice

A single gap should not be used to optimize both parameters. Choose $\omega$ from cost or from a second property that responds differently, then adjust $a$. Where the response is close to linear, two calculations at the same $\omega$, with fractions 0 and $a_1$, give $D\approx[E_g(a_1)-E_g(0)]/a_1$; a third, at the predicted $a^*$, checks the linearity.

Converge the mesh separately for each $\omega$. A mesh adequate at $\omega=0.10$ bohr$^{-1}$ can produce a false gap opening at 0.025, which a fit would absorb into $a$. The image sum (11) can also be removed from the occupied level. In the example above, this reduces the gap error before multiplication by $a^*$ from 8.2 to $8.2-7.4=0.8$ millihartree. In this model, moving from $\omega=0.05$ to 0.15 bohr$^{-1}$ leaves the even mesh needed for a gap error of 0.05 millihartree unchanged, though it still shortens the real-space radius.

The reference parameters are close to those of HSE06, which uses $a=0.25$ and $\omega\approx0.11$ bohr$^{-1}$, and the gap is in the usual semiconductor range. The density is not typical: two electrons in 729 bohr$^3$ correspond to $r_s\approx4.4$ bohr, whereas the valence electrons of silicon have $r_s$ near 2. Real crystals also have several valence bands, often degenerate edges, and cores. Equation (1) shows how the model rescales: halving $L$ at fixed $UL^2$ doubles both $D$ and the corresponding $\omega$, while the starting gap grows fourfold. The tabulated fractions should not be transferred to a material.

A self-consistent calculation also breaks the assumption of a frozen density matrix. Self-consistency changes the density, the Hartree potential and the exchange hole; the size of that effect is not determined here. A smooth self-consistent gap still has a local level curve wherever its derivative with respect to $a$ is nonzero, but its position must be computed. Equation (2) fails as a guide where $D$ approaches zero, where a band edge moves to another $k$ point, or where strong mixing makes the gap nonlinear in $a$. The numerical output below gives the values at higher precision.

## Computed results

```
Main crystal: L = 9.0 bohr, U = 0.12 Ha
Reference: a = 0.25, omega = 0.10 bohr^-1
Starting gap E0 = 0.07550 Ha = 2.054 eV
First-order target gap = 0.10033 Ha = 2.730 eV
3D plane-wave starting gap = 0.07550 Ha
Largest K difference, two roads = 2.6e-08 Ha
LDA test n = 0.005 bohr^-3, omega = 0.1 bohr^-1:
  v formula -0.117987, derivative -0.117987 Ha
omega (bohr^-1), D (Ha), a on curve:
  0.0125  0.17801  0.1395
  0.0250  0.16445  0.1510
  0.0500  0.13943  0.1781
  0.1000  0.09932  0.2500
  0.1500  0.07070  0.3512
dD/domega at 0.0125 bohr^-1 = -1.1056 Ha bohr
Small-omega limit of slope = -1.1284 Ha bohr
omega (bohr^-1), one-shot gap on curve, at a=0.25,
  valence width on curve (all Ha):
  0.0125  0.10030  0.11992  0.06885
  0.0250  0.10030  0.11653  0.06919
  0.0500  0.10029  0.11028  0.06978
  0.1000  0.10027  0.10027  0.06988
  0.1500  0.10026  0.09314  0.06857
Gap spread on curve = 0.048 mHa
Gap spread at a=0.25 = 26.779 mHa
Gap change, 4 to 5 bands per axis = 0.0000 mHa
Fitting set: L (bohr), U (Ha), E0 (Ha), target opening (Ha):
  9.0  0.12  0.07550  0.02483
  8.0  0.16  0.10628  0.03150
  10.0  0.12  0.09027  0.02487
omega (bohr^-1), common a, rms misfit, rms at a=0.25 (mHa):
  0.0125  0.1440  1.122  20.060
  0.0250  0.1552  0.973  16.659
  0.0500  0.1813  0.658  10.335
  0.1000  0.2500  0.000  0.000
  0.1500  0.3454  0.694  7.556
Cost at gap error 0.05 mHa:
omega (bohr^-1), N per axis, k pairs N^6, radius (bohr):
  0.0125  18  34012224  23.2
  0.0250  10  1000000  21.6
  0.0500  6  46656  17.8
  0.1000  6  46656  12.7
  0.1500  6  46656  10.7
Mesh error test: omega = 0.025 bohr^-1, N = 6
  valence error -8.0121, image sum -7.4308 mHa
  conduction error 0.2013 mHa
```
